# Recessed hole walls and the exposure needed in atomic layer deposition: a program that tests the result

```python
"""
Result under test: evenly spaced, quickly filled recesses that multiply the
side-wall area of a blind hole by g multiply its diffusion-limited exposure by
almost g, not g squared, if the main channel's flow resistance is unchanged:
    E = g*(4*a + 1.5*a**2) + 1 + 0.75*a
a = depth/diameter; E = (impingement flux * time)/(saturation site density).
Amounts are in units of (site density * opening area), and resistances in
units of 4/(mean speed * opening area). Lengths are in nm unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solveh_banded

diameter, depth, period, slot_height = 100.0, 5000.0, 100.0, 20.0
radius = diameter / 2
area_factor = 5.0
sticking, target_coverage = 0.1, 0.99
periods = int(round(depth / period))
aspect = depth / diameter

# Outer recess radius that makes the side-wall area five times larger.
slot_radius = -slot_height / 2 + np.sqrt(
    slot_height**2 / 4 + radius**2 - radius * (period - slot_height)
    + area_factor * radius * period)


def exposure_formula(a, g=1.0, resistance_factor=1.0):
    return (g * (4 * a + 1.5 * resistance_factor * a**2)
            + 1 + 0.75 * resistance_factor * a)


def build_network(count, shells=0, slow=1.0):
    """Tree of channel nodes, radial recess shells and the hole floor."""
    parent, link, area = [], [], []
    channel_step = 3 * period / (4 * diameter)
    edges = np.linspace(radius, slot_radius, shells + 1)
    for m in range(count):
        base = len(parent)
        parent.append(base - shells - 1 if m else -1)
        link.append(channel_step if m else 1 + channel_step / 2)
        open_height = slot_height if shells else 0.0
        area.append(2 * (period - open_height) / radius)
        previous = radius
        for k in range(shells):
            middle = (edges[k] + edges[k + 1]) / 2
            resistance = (3 * radius**2 * np.log(middle / previous)
                          / (16 * slot_height**2))
            if k == 0:
                resistance += radius / (2 * slot_height)
            parent.append(base + k)
            link.append(slow * resistance)
            shell_area = 2 * (edges[k + 1]**2 - edges[k]**2) / radius**2
            if k == shells - 1:
                shell_area += 2 * slot_radius * slot_height / radius**2
            area.append(shell_area)
            previous = middle
    last_channel = len(parent) - shells - 1
    parent.append(last_channel)
    link.append(channel_step / 2)
    area.append(1.0)
    target = len(parent) - 2 if shells else len(parent) - 1
    return dict(parent=np.array(parent), link=np.array(link),
                area=np.array(area), width=shells + 1, target=target,
                last_channel=last_channel)


def shared_resistance(net):
    """Resistance common to the paths to each node and to the target."""
    ancestors, node = set(), net["target"]
    while node >= 0:
        ancestors.add(node)
        node = net["parent"][node]
    path = np.zeros(len(net["area"]))
    shared = np.zeros_like(path)
    for i, before in enumerate(net["parent"]):
        path[i] = net["link"][i] + (path[before] if before >= 0 else 0.0)
        shared[i] = path[i] if i in ancestors else shared[before]
    return shared


def simulate_filling(net, step):
    """Time stepping of Langmuir uptake with quasi-steady gas flow."""
    size, width, area = len(net["area"]), net["width"], net["area"]
    matrix = np.zeros((width + 1, size))
    for i, before in enumerate(net["parent"]):
        conductance = 1 / net["link"][i]
        matrix[width, i] += conductance
        if before >= 0:
            matrix[width, before] += conductance
            matrix[width - (i - before), i] = -conductance
    diagonal = matrix[width].copy()
    source = np.zeros(size)
    source[0] = 1 / net["link"][0]
    coverage, dose, time = np.zeros(size), np.zeros(size), 0.0
    while coverage.min() < target_coverage:
        matrix[width] = diagonal + sticking * area * (1 - coverage)
        density = solveh_banded(matrix, source, check_finite=False)
        coverage += sticking * (1 - coverage) * density * step
        dose += density * step
        time += step
        assert time < 3e5, "filling did not finish"
    weighted_uptake = np.sum(area * coverage * shared_resistance(net))
    assert abs(time - weighted_uptake - dose[net["target"]]) < 1e-6 * time
    return time


def tube_transmission(a, rings):
    """Transmission of an open tube from diffuse view factors."""
    width = a / rings

    def disc(x):
        return (np.sqrt(1 + x**2) - x)**2

    left = np.arange(rings) * width
    right = left + width
    scale = 1 / (4 * width)
    distance = np.abs(left[:, None] - left[None, :])
    exchange = np.eye(rings) + scale * (
        disc(np.abs(distance - width)) - 2 * disc(distance)
        + disc(distance + width))
    to_exit = scale * (disc(np.maximum(a - right, 0)) - disc(a - left))
    escape = np.linalg.solve(np.eye(rings) - exchange, to_exit)
    return disc(a) + np.sum((disc(left) - disc(right)) * escape)


def trace_tube(length, gap, molecules, seed):
    """Ray tracing with diffuse re-emission; gap = 0 means a plain tube."""
    rng = np.random.default_rng(seed)
    rad = radius * np.sqrt(rng.random(molecules))
    angle = 2 * np.pi * rng.random(molecules)
    x, y, z = rad * np.cos(angle), rad * np.sin(angle), np.zeros(molecules)
    sine2 = rng.random(molecules)
    angle = 2 * np.pi * rng.random(molecules)
    u, v = np.sqrt(sine2) * np.cos(angle), np.sqrt(sine2) * np.sin(angle)
    w = np.sqrt(1 - sine2)
    pocket = np.zeros(molecules, dtype=bool)
    transmitted = 0
    while len(x):
        a2 = u * u + v * v
        b = x * u + y * v
        r2 = x * x + y * y
        outer = np.where(pocket, slot_radius, radius)
        t_out = (-b + np.sqrt(np.maximum(b*b - a2*(r2 - outer**2), 0))) / a2
        disc = b * b - a2 * (r2 - radius**2)
        t_in = np.where(pocket & (b < 0) & (disc > 0),
                        (-b - np.sqrt(np.maximum(disc, 0))) / a2, np.inf)
        centre = (np.floor(z / period) + 0.5) * period
        face = centre + np.sign(w) * gap / 2
        t_face = np.where(pocket, (face - z) / w, np.inf)
        t = np.minimum(t_out, np.minimum(t_in, t_face))
        x, y, z = x + u * t, y + v * t, z + w * t
        gone = (~pocket) & ((z < 0) | (z > length))
        transmitted += np.count_nonzero(gone & (z > length))
        into_slot = (~pocket) & (np.abs(z % period - period / 2) < gap / 2)
        into_channel = pocket & (t_in <= t_out) & (t_in <= t_face)
        hits_face = pocket & ~into_channel & (t_face < t_out)
        scatter = ~(into_slot | into_channel)
        sine2 = rng.random(len(x))
        angle = 2 * np.pi * rng.random(len(x))
        normal = np.sqrt(1 - sine2)
        s1 = np.sqrt(sine2) * np.cos(angle)
        s2 = np.sqrt(sine2) * np.sin(angle)
        r = np.sqrt(x * x + y * y)
        new_u = np.where(hits_face, s1, (-normal * x - s1 * y) / r)
        new_v = np.where(hits_face, s2, (-normal * y + s1 * x) / r)
        new_w = np.where(hits_face, -np.sign(w) * normal, s2)
        u = np.where(scatter, new_u, u)
        v = np.where(scatter, new_v, v)
        w = np.where(scatter, new_w, w)
        pocket = (pocket | into_slot) & ~into_channel
        if gone.any():
            keep = ~gone
            x, y, z, u, v, w, pocket = [
                q[keep] for q in (x, y, z, u, v, w, pocket)]
    return transmitted / molecules


# Channel resistance: approximate series law against view factors.
long_transmission = tube_transmission(aspect, 500)
series_transmission = 1 / (1 + 0.75 * aspect)
series_error = series_transmission / long_transmission - 1
assert abs(series_error) < 0.05

# Filling of plain, recessed and five-times-deeper holes.
plain_net = build_network(periods)
recess_net = build_network(periods, shells=4)
side_ratio = (recess_net["area"].sum() - 1) / (plain_net["area"].sum() - 1)
assert abs(side_ratio - area_factor) < 1e-10
plain_sim = simulate_filling(plain_net, 2.0)
recess_sim = simulate_filling(recess_net, 2.0)
deep_sim = simulate_filling(build_network(5 * periods), 4.0)
plain = exposure_formula(aspect)
recessed = exposure_formula(aspect, area_factor)
deep = exposure_formula(5 * aspect)
for simulated, predicted in ((plain_sim, plain), (recess_sim, recessed),
                             (deep_sim, deep)):
    assert abs(simulated / predicted - 1) < 0.03
assert abs((recess_sim / plain_sim) / (recessed / plain) - 1) < 0.02

# Same added area, bunched at one end of the channel.
finish_dose = -np.log(1 - target_coverage) / sticking
bunched = {}
for name, node in (("mouth", 0), ("bottom", plain_net["last_channel"])):
    net = build_network(periods)
    net["area"][node] += (area_factor - 1) * (plain_net["area"].sum() - 1)
    bunched[name] = simulate_filling(net, 2.0)
    predicted = np.sum(net["area"] * shared_resistance(net)) + finish_dose
    assert abs(bunched[name] / predicted - 1) < 0.03

# Recess dose, and a case in which recesses are not quickly filled.
shared = shared_resistance(recess_net)
first = recess_net["last_channel"]
own = slice(first + 1, first + 5)
recess_dose = np.sum(recess_net["area"][own] * (shared[own] - shared[first]))
slow_factor = 100.0
slow_net = build_network(periods, shells=4, slow=slow_factor)
slow_sim = simulate_filling(slow_net, 2.0)
slow_prediction = (np.sum(slow_net["area"] * shared_resistance(slow_net))
                   + finish_dose)
assert abs(slow_sim / slow_prediction - 1) < 0.03
assert slow_sim > 1.05 * recess_sim

# Effect of filled recess mouths on the channel resistance.
molecules, short_aspect = 30000, 10.0
short_length = short_aspect * diameter
plain_w = trace_tube(short_length, 0.0, molecules, 11)
recess_w = trace_tube(short_length, slot_height, molecules, 12)
reference_w = tube_transmission(short_aspect, 400)
sigma = np.sqrt(reference_w * (1 - reference_w) / molecules)
assert abs(plain_w - reference_w) < 4 * sigma
resistance_factor = (1 / recess_w - 1) / (1 / reference_w - 1)
resistance_error = resistance_factor / np.sqrt(
    molecules * recess_w * (1 - recess_w))
assert 0.8 < resistance_factor < 2.0
corrected = exposure_formula(aspect, area_factor, resistance_factor)

# Engineering example and neglected effects.
mass_u, temperature, pressure_torr, sites_nm2 = 100.0, 500.0, 0.1, 4.0
collision_diameter, growth = 0.6, 0.1
thermal = const.k * temperature
pressure = pressure_torr * const.torr
unit = (sites_nm2 * 1e18 * np.sqrt(2 * np.pi * mass_u * const.atomic_mass
        * thermal) / const.torr)
free_path = thermal / (np.sqrt(2) * np.pi * (collision_diameter * 1e-9)**2
                       * pressure) * 1e6
gas_volume = np.pi * (radius**2 * depth + periods * slot_height
                      * (slot_radius**2 - radius**2))
site_count = sites_nm2 * np.pi * radius**2 * recess_net["area"].sum()
stored_fraction = pressure / thermal * 1e-27 * gas_volume / site_count
narrowing = 1 - (1 - 2 * growth / diameter)**3
assert free_path * 1000 > 100 * diameter and stored_fraction < 1e-3


def show(label, value, unit_name="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit_name}".rstrip())


show("Hole diameter", diameter, "nm")
show("Hole depth", depth, "nm")
show("Aspect ratio", aspect)
show("Recess spacing", period, "nm")
show("Recess height", slot_height, "nm")
show("Recess outer radius", slot_radius, "nm")
show("Recess radial depth", slot_radius - radius, "nm")
show("Side-wall area factor", side_ratio)
show("Molecular mass", mass_u, "u")
show("Temperature", temperature, "K")
show("Precursor pressure", pressure_torr, "Torr")
show("Saturation density", sites_nm2, "molecules/nm2")
show("Initial sticking probability", sticking)
show("Coverage required everywhere", 100 * target_coverage, "%")
show("Unit of exposure, flat surface", unit, "Torr s")
show("Reduced exposure, plain, formula", plain, digits=6)
show("Reduced exposure, plain, simulated", plain_sim, digits=6)
show("Reduced exposure, recessed, formula", recessed, digits=6)
show("Reduced exposure, recessed, simulated", recess_sim, digits=6)
show("Recessed/plain ratio, formula", recessed / plain)
show("Recessed/plain ratio, simulated", recess_sim / plain_sim)
show("Reduced exposure, 5x deeper, formula", deep, digits=6)
show("Reduced exposure, 5x deeper, simulated", deep_sim, digits=6)
show("Deeper/plain ratio, formula", deep / plain)
show("Deeper/plain ratio, simulated", deep_sim / plain_sim)
show("Exposure, plain, formula", plain * unit, "Torr s")
show("Exposure, recessed, formula", recessed * unit, "Torr s")
show("Mistaken 25-fold exposure", area_factor**2 * plain * unit, "Torr s")
show("Pulse time, plain", plain * unit / pressure_torr, "s")
show("Pulse time, recessed", recessed * unit / pressure_torr, "s")
show("Pulse time, mistaken 25-fold",
     area_factor**2 * plain * unit / pressure_torr, "s")
show("Ratio, added area at mouth, simulated", bunched["mouth"] / plain_sim)
show("Ratio, added area at bottom, simulated", bunched["bottom"] / plain_sim)
show("Reduced dose to fill one recess", recess_dose)
show("Reduced dose for final coverage", finish_dose)
show("Slow-recess resistance multiplier", slow_factor)
show("Slow-recess/plain ratio, simulated", slow_sim / plain_sim)
show("Series-law transmission error, full depth", 100 * series_error, "%", 3)
show("Ray-traced tube aspect ratio", short_aspect)
show("Transmission, plain, view factors", reference_w)
show("Transmission, plain, ray tracing", plain_w)
show("Transmission, recessed, ray tracing", recess_w)
show("Channel resistance factor", resistance_factor, digits=3)
show("Its statistical standard error", resistance_error, digits=2)
show("Ratio corrected for resistance", corrected / plain, digits=3)
show("Corrected recessed exposure", corrected * unit, "Torr s", 3)
show("Assumed collision diameter", collision_diameter, "nm")
show("Gas mean free path", free_path, "um", 3)
show("Stored gas/surface sites", stored_fraction, digits=3)
show("Assumed film growth per cycle", growth, "nm")
show("Channel conductance loss per cycle", 100 * narrowing, "%", 3)
show("Recess gap loss per cycle", 200 * growth / slot_height, "%", 3)
print("tests ok")
```

Output:

```
Hole diameter: 100 nm
Hole depth: 5000 nm
Aspect ratio: 50
Recess spacing: 100 nm
Recess height: 20 nm
Recess outer radius: 143.6 nm
Recess radial depth: 93.62 nm
Side-wall area factor: 5
Molecular mass: 100 u
Temperature: 500 K
Precursor pressure: 0.1 Torr
Saturation density: 4 molecules/nm2
Initial sticking probability: 0.1
Coverage required everywhere: 99 %
Unit of exposure, flat surface: 2.546e-06 Torr s
Reduced exposure, plain, formula: 3988.5
Reduced exposure, plain, simulated: 4030
Reduced exposure, recessed, formula: 19788.5
Reduced exposure, recessed, simulated: 19864
Recessed/plain ratio, formula: 4.961
Recessed/plain ratio, simulated: 4.929
Reduced exposure, 5x deeper, formula: 94938.5
Reduced exposure, 5x deeper, simulated: 94968
Deeper/plain ratio, formula: 23.8
Deeper/plain ratio, simulated: 23.57
Exposure, plain, formula: 0.01016 Torr s
Exposure, recessed, formula: 0.05039 Torr s
Mistaken 25-fold exposure: 0.2539 Torr s
Pulse time, plain: 0.1016 s
Pulse time, recessed: 0.5039 s
Pulse time, mistaken 25-fold: 2.539 s
Ratio, added area at mouth, simulated: 1.273
Ratio, added area at bottom, simulated: 8.496
Reduced dose to fill one recess: 35.48
Reduced dose for final coverage: 46.05
Slow-recess resistance multiplier: 100
Slow-recess/plain ratio, simulated: 5.797
Series-law transmission error, full depth: 2.5 %
Ray-traced tube aspect ratio: 10
Transmission, plain, view factors: 0.1093
Transmission, plain, ray tracing: 0.1102
Transmission, recessed, ray tracing: 0.107
Channel resistance factor: 1.02
Its statistical standard error: 0.019
Ratio corrected for resistance: 5.08
Corrected recessed exposure: 0.0516 Torr s
Assumed collision diameter: 0.6 nm
Gas mean free path: 324 um
Stored gas/surface sites: 5.91e-06
Assumed film growth per cycle: 0.1 nm
Channel conductance loss per cycle: 0.599 %
Recess gap loss per cycle: 1 %
tests ok
```
